# Simon's ω recurrence and partial reorthogonalization in the Lanczos method, part 3

A Lanczos program for a real symmetric $n\times n$ matrix $A$ (in hartree, spectral norm $\|A\|$) stores vectors $q_j$ and coefficients $\alpha_j,\beta_j$. Rounding spoils orthogonality; the aim is to restore it only when needed. Here $\omega_{jk}=q_j^Tq_k$, $q_0=0$, $\beta_1=0$, and $\varepsilon$ is machine epsilon.

Step $j$ forms $r=Aq_j-\beta_jq_{j-1}$, $\alpha_j=q_j^Tr$, $r'=r-\alpha_jq_j$, removes $\sum_{k\in S}w_{kj}q_k$ with $w_{kj}=q_k^Tr'$, leaving $r''$, and sets $\beta_{j+1}=\|r''\|$, $q_{j+1}=r''/\beta_{j+1}$. With rounding error $f_j=O(\varepsilon\|A\|)$ and $g_j=f_j+\sum_{k\le j}w_{kj}q_k$,
$$\beta_{j+1}\omega_{j+1,k}=q_k^TAq_j-\alpha_j\omega_{jk}-\beta_j\omega_{j-1,k}-q_k^Tg_j. \tag{4}$$
$$\beta_{k+1}\omega_{j,k+1}=q_j^TAq_k-\alpha_k\omega_{jk}-\beta_k\omega_{j,k-1}-q_j^Tg_k. \tag{5}$$
$$\beta_{j+1}\omega_{j+1,k}=\beta_{k+1}\omega_{j,k+1}+(\alpha_k-\alpha_j)\omega_{jk}+\beta_k\omega_{j,k-1}-\beta_j\omega_{j-1,k}+q_j^Tg_k-q_k^Tg_j. \tag{6}$$
Without removal, with $\delta_j,e_j'$ rounding errors,
$$\beta_{j+1}\omega_{j+1,j}=q_j^Tr-\alpha_j\omega_{jj}+q_j^Te_j'=-\delta_j+\alpha_j(1-\omega_{jj})+q_j^Te_j'. \tag{3}$$
The estimate $\hat\omega$ (zero diagonals) is, for $k\le j-1$,
$$\tau_k=\beta_{k+1}\hat\omega_{j,k+1}+(\alpha_k-\alpha_j)\hat\omega_{jk}+\beta_k\hat\omega_{j,k-1}-\beta_j\hat\omega_{j-1,k},$$
$$\hat\omega_{j+1,k}=\frac{\tau_k+\operatorname{sign}(\tau_k)\,\varepsilon\|A\|}{\beta_{j+1}},\qquad \hat\omega_{j+1,j}=\frac{\varepsilon\|A\|}{\beta_{j+1}}, \tag{12}$$

Let $Q=[q_1,\dots,q_j]$, $F=[f_1,\dots,f_j]$, $W=(w_{ki})$, $T$ the tridiagonal matrix of $\alpha_i,\beta_{i+1}$ with eigenvectors $s^{(i)}$, $e_j$ the last unit vector, and $u=Q^Tq_{j+1}$. Without removal, with $G$ at rounding level,
$$u=\sum_{i=1}^{j}s^{(i)}\left(s^{(i)T}u\right)=-\sum_{i=1}^{j}s^{(i)}\,\frac{s^{(i)T}Gs^{(i)}}{\beta_{j+1}s^{(i)}_j}. \tag{11}$$
With removal,
$$AQ=Q(T+W)+\beta_{j+1}q_{j+1}e_j^T+F. \tag{13}$$
A Ritz vector $y=Qs$ then has a residual containing $QWs$. For $Q=NR$ ($N$ orthonormal, $R$ upper triangular), $H=N^TAN$ and $E=N^TFR^{-1}$,
$$H_{ii}=\alpha_i+w_{ii}+\beta_{i+1}\frac{r_{i,i+1}}{r_{ii}}-\beta_i\frac{r_{i-1,i}}{r_{i-1,i-1}}+E_{ii},$$
$$H_{i+1,i}=\beta_{i+1}\frac{r_{i+1,i+1}}{r_{ii}}+E_{i+1,i},\qquad H_{ik}=E_{ik}\quad(k<i-1). \tag{15}$$
Let $\kappa$ be the largest off-diagonal $|\omega|$, including overlaps before removal, $\omega'_{i+1,k}=q_k^Tr'/\|r'\|$. For $j\kappa\ll1$,
$$\beta_{i+1}\frac{r_{i,i+1}}{r_{ii}}=-\beta_{i+1}\sum_{l<i}\omega_{il}\,\omega'_{i+1,l}+O(\varepsilon\|A\|), \tag{18}$$
$$|H_{ik}-T_{ik}|\le2j\kappa^2\|A\|+O(\varepsilon\|A\|). \tag{19}$$
This is statement (b): $T$ is accurate to rounding for $\kappa\lesssim\sqrt{\varepsilon/j}$ (semiorthogonality; working level $\sqrt\varepsilon$). Ordered eigenvalues obey $\theta_m(H)\ge E_{m-1}$.

Example: open six-site Hubbard chain, $t=0.1$ Ha, $U=0.4$ Ha, three electrons of each spin, $n=400$, $\|A\|=1.509257$ Ha, random start; 250 double-precision steps, $\varepsilon=2.220\times10^{-16}$, $\varepsilon\|A\|=3.351\times10^{-16}$ Ha. Without removal, $\kappa$ first exceeds $\sqrt\varepsilon=1.490\times10^{-8}$ at $q_{53}$ ($j=52$, $\kappa=2.32\times10^{-8}$). Some checks use 80 single-precision steps. In the printed values, PRO means partial reorthogonalization.

### One pass is enough

Let $Q_S$ hold the vectors in $S$, $C_S=Q_S^TQ_S$ and $w=Q_S^Tr'$. Then
$$Q_S^Tr''=Q_S^Tr'-Q_S^TQ_Sw=(I-C_S)\,w. \tag{20}$$
Each entry of $w$ is at most $\kappa\|r'\|$, each off-diagonal entry of $I-C_S$ at most $\kappa$, and the diagonal is $O(\varepsilon)$. After division by $\beta_{j+1}$ the remaining overlaps are at most $j\kappa^2+O(\varepsilon)$. For $k\notin S$, $q_k^Tr''=q_k^Tr'-\sum_{l\in S}\omega_{kl}w_l$ changes only at the same order. The norm changes by $\|r''\|^2=\|r'\|^2-2w^Tw+w^TC_Sw\approx\|r'\|^2-w^Tw$, a relative change of at most $j\kappa^2$. These are the facts used in (18). In a semiorthogonal basis one classical pass therefore brings the treated entries to rounding level, and the estimates are overwritten by $\varepsilon$.

The program asserts the bound $j\kappa^2+20\varepsilon$ at the crossing and over $10^{-6}<\kappa<10^{-2}$, where the fitted exponent is $1.88$. At the crossing, one pass on $q_{53}$ leaves $8.7\times10^{-16}$ against a bound of $52\times(2.32\times10^{-8})^2=2.8\times10^{-14}$. The remainder is about $4\varepsilon$, so a reset to $\varepsilon$ would be slightly optimistic if the true level stood at $\sqrt\varepsilon$ at the trigger. With the estimate (12) as trigger, the stored overlaps in this run (the figures change with the start vector) stay at or below $1.75\times10^{-10}$ and the overlaps before removal below $8.7\times10^{-10}$ (see the example of the rule), so by (20) the quadratic remainder is at most $250\times1.75\times10^{-10}\times8.7\times10^{-10}=3.8\times10^{-17}$, below $\varepsilon$.

Removal also enters (6) through $g=f+Qw$. The term $q_k^TQw_j$ acts only in the step where the removal happens; it is of first order and is what the reset accounts for. The term $q_i^TQw_k=\sum_{l\le k}\omega_{il}w_{lk}$ acts in every later row $i>k$; since $l\le k<i$, only off-diagonal $\omega$ appear, and it is at most $k\kappa\max|w|$, of second order. At the semiorthogonal level it is $O(\varepsilon\|A\|)$ and is covered by the model source in (12). The same level, $\sqrt{\varepsilon/j}$ in the worst case and $\sqrt\varepsilon$ in working form, thus governs three things: the accuracy of $T$, the sufficiency of one pass, and the continued validity of the estimate.

### Why two consecutive vectors

Suppose $q_{j+1}$ alone has been orthogonalized against all earlier vectors. Write (6) for step $j+1$ and $k\le j-1$:
$$\beta_{j+2}\omega_{j+2,k}=\beta_{k+1}\omega_{j+1,k+1}+(\alpha_k-\alpha_{j+1})\omega_{j+1,k}+\beta_k\omega_{j+1,k-1}-\beta_{j+1}\omega_{jk}+O(\varepsilon\|A\|).$$
The first three terms contain the cleaned row and are at rounding level. The fourth contains row $j$, which was just below the trigger and was not touched:
$$\omega_{j+2,k}\approx-\frac{\beta_{j+1}}{\beta_{j+2}}\,\omega_{jk}. \tag{21}$$
The contamination returns in one step with reversed sign. A three-term recurrence has two rows of initial data, and both must be small for the growth to restart from rounding level. Since $q_j$ has already been used, the two rows available are $j+1$ and $j+2$.

In the example, cleaning $q_{53}$ alone gives $q_{54}$ a largest overlap of $1.18\times10^{-8}$, as (21) predicts, with a deviation of $9.9\times10^{-8}$ relative to the largest predicted entry, and the level exceeds $\sqrt\varepsilon$ again 2 steps after $q_{53}$. Cleaning $q_{53}$ and $q_{54}$ leaves $q_{55}$ at $1.5\times10^{-15}$, and the level returns only after 32 steps. From $q_{55}$ that is $\ln(1.49\times10^{-8}/1.5\times10^{-15})=16.1$ in 30 steps, or $0.54$ per step, close to the rate $\ln1.8\approx0.6$ of the first rise.

### Batches and the algorithm

By (11) the row $u$ has the shape of the converged eigenvectors $s$ of $T$, and it is small where their components are small. Those entries need not be removed. A batch is the maximal run of consecutive indices around an entry with $|\hat\omega_{j+1,k}|\ge\sqrt\varepsilon$ on which $|\hat\omega|\ge\eta$. Entries outside keep their estimates and continue to grow by (12). If a leftover of size $\eta$ overlaps a growing direction with factor $\lambda$ per step, it reaches the trigger after about $\ln(\sqrt\varepsilon/\eta)/\ln\lambda$ steps. The interval cannot exceed the time the estimate needs to regrow from the source in (12), so below some $\eta$ a smaller cut lengthens the batches but no longer the interval; $\eta$ near $\varepsilon$ gives nearly complete batches. A choice $\eta$ near $\sqrt\varepsilon$ gives short batches and almost immediate retriggering, and it is unsafe: the batches are selected from the estimate and keep only the estimate bounded, so true entries left outside them can grow, and in this model semiorthogonality is then lost. The value $\eta=\varepsilon^{3/4}=1.819\times10^{-12}$ is the geometric mean of the two and is not derived from an optimum. Widening the batch by one index on each side in the second step is likewise a convention, a margin for the coupling of $k$ to $k\pm1$ and for row $j$ having a slightly different extent.

Step $j$ of the method is then:

1. Compute $r'$, $\alpha_j$ and the provisional $\beta_{j+1}=\|r'\|$.
2. Compute the row $\hat\omega_{j+1,\cdot}$ by (12).
3. If a batch set is pending from step $j-1$, let $S$ be that set widened by one index on each side, within $1,\dots,j$, and clear it. Otherwise $S$ is empty.
4. If any entry outside $S$ has $|\hat\omega_{j+1,k}|\ge\sqrt\varepsilon$, form its batches, add them to $S$, and store them as pending.
5. If $S$ is not empty, compute $w=Q_S^Tr'$, $r''=r'-Q_Sw$, recompute $\beta_{j+1}=\|r''\|$, set $\hat\omega_{j+1,k}=\varepsilon$ for $k\in S$, and discard $w$.
6. Normalize, and shift the two rows of estimates.

All Lanczos vectors must remain accessible; the rule saves arithmetic and memory traffic, not storage.

### The rule on the example

Over 250 steps the largest true overlap among stored vectors is $1.75\times10^{-10}$, a factor 85 below $\sqrt\varepsilon$ and also below the strict level $9.4\times10^{-10}$; the program asserts that it is below $\sqrt\varepsilon$. The $\kappa$ of (19) also includes the overlaps before removal. With the largest removed coefficient $1.39\times10^{-10}$ Ha and $\beta$ between $0.159$ and $0.507$ Ha, $\kappa$ lies between $2.7\times10^{-10}$ and $8.7\times10^{-10}$, still below the strict level. The quadratic term of (19) is thus at most $2\times250\times(8.7\times10^{-10})^2/(2.220\times10^{-16})=1.7$ units of $\varepsilon\|A\|$, and the measured $\max|H-T|=7.8\times10^{-16}$ Ha is $2.3$ units. The largest discarded coefficient is $1.39\times10^{-10}$ Ha, or $4\times10^5$ units, and leaves no first-order trace in $H-T$, as (15) requires. The later source $q_i^TQw_k$ is at most $1.2\times10^{-4}$ units, against the bound $250\times1.75\times10^{-10}\times1.39\times10^{-10}$ Ha $=0.018$ units. $T$ has one eigenvalue within $10^{-7}$ Ha of $E_0$, namely $-0.309256531951$ Ha, differing from dense diagonalization by $5.3\times10^{-15}$ Ha. That is 16 units, more than the largest entry of $H-T$. It is rounding of the two diagonalizations and not an error of $T$: the Rayleigh quotients of the two computed eigenvectors, each with its own matrix and evaluated in extended precision, agree far more closely.

The cost is 3730 inner products of length $n$, each with one vector update, on 30 vectors, against $250\times251/2=31375$ for full reorthogonalization, a ratio of $0.119$. The fraction of treated vectors is $30/250=0.12$, and the mean batch set has $3730/30=124$ indices while the mean available length over the run is about $125$. The available lengths at the treated steps are not printed, but 30 distinct steps up to 250 have a mean length of at most $235.5$ (steps 221 to 250). The batches therefore cover more than half of the available vectors: the selection of indices saves at most a factor $235.5/124=1.9$, and acting rarely saves at least a factor $31375/(30\times235.5)=4.4$. In this model the larger part of the saving comes from acting rarely. The measured figures quoted here are printed by the numerical check; the bounds and ratios follow from them by the arithmetic shown.

### Conditions under which the result fails or changes

A small $\beta_{j+1}$ divides every term of (6). If $\beta_{j+1}\lesssim\sqrt\varepsilon\,\|A\|$, the local entry $\varepsilon\|A\|/\beta_{j+1}$ alone reaches the trigger: the Krylov space is nearly invariant. The four known terms of (6), of size up to $\sqrt\varepsilon\,\|A\|$ in a basis at level $\sqrt\varepsilon$, can then be comparable with $\|r'\|$. In that case $w$ is no longer small compared with $\|r'\|$, the bound after (20) fails, and the pass must be repeated or a new orthogonalized start vector chosen. In the example $\beta$ stays between $0.159$ and $0.507$ Ha.

If the product $Aq$ has an error $\tau$ larger than $\varepsilon\|A\|$, as with an iteratively inverted or numerically screened operator, that error belongs to $f_j$ with respect to the underlying symmetric $A$. The derivations hold with $\tau$ in place of $\varepsilon\|A\|$: the source in (12) must be raised to $\tau$, $T$ is accurate to $\tau$, and the balanced trigger is $\sqrt{\tau/\|A\|}$. An unchanged source lowers the estimated level by the factor $\tau/(\varepsilon\|A\|)$ relative to the raised one, with the same growth rate. An exception is an error that is a fixed symmetric matrix $\delta A$: its contribution $-\delta A\,q_j$ to $f_j$ cancels in $q_j^Tf_k-q_k^Tf_j$, so the source need not be raised, and the run is an ordinary Lanczos run for $A+\delta A$.

After a restart that keeps Ritz vectors, the kept vectors satisfy a relation like (13) in which the symmetric projected matrix is not tridiagonal in its leading block. Step (5) then yields $\sum_lT_{lk}\,\omega_{jl}$ over the nonzero entries of column $k$ in place of the three terms in row $j$, and (4) changes in the same way; the estimates must start from the level of the kept vectors, and their inherited residual, which includes the terms $QWs$, takes the place of $g_k$. It enters the source $q_j^Tg_k$ only through its overlap with the new vectors, which can be far smaller than its norm. The triangular argument (15) needs to be redone for that shape.

A degenerate eigenvalue of $A$ may appear in $T$ more than once under the rule, up to its multiplicity, since the inequality $\theta_m(H)\ge E_{m-1}$ counts multiplicities. For complex Hermitian $A$ with real $\alpha,\beta$, take $\omega_{jk}=q_k^\dagger q_j$; equation (5) is then used in complex-conjugated form, the four known terms of (6) are unchanged, and the source becomes $g_k^\dagger q_j-q_k^\dagger g_j$. Equation (3) changes: a real $\alpha_j$ absorbs only the real part of $q_j^\dagger r$, so $\beta_{j+1}\operatorname{Im}\omega_{j+1,j}=\beta_j\operatorname{Im}\omega_{j,j-1}+O(\varepsilon\|A\|)$, and the imaginary local errors of successive steps add up slowly.

Statement (b) is conditional on the true level, while the trigger sees only the estimate. The inner products $w$ computed at each trigger give the true overlaps $w_k/\|r'\|$ on the batch at no extra cost, and comparing them with $\hat\omega$ before the reset shows whether the source in (12) is large enough for the operator at hand.

## Values computed for the example and the checks

```
model: L=6, t=0.1 Ha, U=0.4 Ha, n=400, steps M=250
E0=-0.309256531951 Ha = -8.415299 eV; E1=-0.269150 Ha; Emax=|A|=1.509257 Ha
float32: eps=1.192e-07, steps=80, max omega without reorth=0.541
float32: max|f|=0.41, max beta*local omega=0.60, max source=0.14 (eps|A|)
float32: max|omega_jj-1|=1.30 eps; PRO cleaned vectors 12
recurrence per step, error (Ha): none 3.1e-16, PRO 2.5e-16
recurrence per step, f dropped (Ha): none 2.6e-08, PRO 2.0e-08
chained to q_43 (omega>0.05), rel. error 3.4e-09, f dropped 3.5e-01
chained, last step: drift none 8.2e-10, PRO 1.6e+01
smallest Ritz residual, last step (Ha): none 1.7e-08, PRO 6.5e-19
max drift*residual (eps64|A|): none 0.33, PRO 0.33
Paige relation rel. error at j=30: 1.3e-09
H formula error/|H-T| (Ha): none 1.3e-15/8.4e-04, PRO 5.6e-16/1.9e-07
float64: eps=2.220e-16, sqrt=1.490e-08, eps^0.75=1.819e-12, eps|A|=3.351e-16 Ha
sqrt(eps/M)=9.424e-10; beta range 0.159..0.507 Ha
no reorth q_11: true max omega 3.68e-16, estimate 1.39e-14
no reorth q_21: true max omega 2.03e-15, estimate 2.77e-13
no reorth q_31: true max omega 1.59e-13, estimate 3.06e-11
no reorth q_41: true max omega 1.91e-11, estimate 3.89e-09
no reorth q_51: true max omega 7.75e-09, estimate 1.14e-06
no reorth q_61: true max omega 3.00e-06, estimate 3.99e-04
no reorth q_71: true max omega 2.95e-03, estimate 6.69e-01
no reorth q_81: true max omega 2.15e-01, estimate 9.77e+01
no reorth q_91: true max omega 6.61e-02, estimate 1.02e+01
no reorth q_101: true max omega 8.87e-03, estimate 3.82e+00
no reorth q_111: true max omega 2.18e-01, estimate 3.85e+00
no reorth q_121: true max omega 2.04e-01, estimate 2.52e+01
first vector over sqrt(eps): true q_53, estimate q_44
estimate/true for 1e-12<kappa<1e-2: 119..285
one entry: j=52, k=7, a_k=0.637177, a_j=0.653287 Ha
  b_k=0.507146, b_k+1=0.470333, b_j=0.410614, b_j+1=0.360668 Ha
  om_j,k+1=-1.15232e-08, om_jk=-8.23417e-09
  om_j,k-1=-1.23788e-08, om_j-1,k=-7.75110e-09
  four terms (Ha): -5.41976e-09, 1.32650e-10, -6.27787e-09, 3.18271e-09
  sum/b_j+1=-2.324095e-08, direct om_j+1,k=-2.324095e-08
Ritz lowest: residual 2.03e-10 Ha, |y.q| 1.26e-08, product 0.008 eps|A|
Ritz middle: residual 8.76e-02 Ha, |y.q| 1.34e-16, product 0.035 eps|A|
Ritz highest: residual 2.62e-10 Ha, |y.q| 4.06e-08, product 0.032 eps|A|
exponents in kappa: H-T 1.88, QtAQ-T 0.96, one GS pass 1.88
at crossing: kappa=2.32e-08, |H-T|=2.0 eps|A|, after GS 8.7e-16
single cleaning: next level 1.18e-08, predicted 1.18e-08, rel. dev 9.9e-08
pair cleaning: level two vectors later 1.5e-15
steps until sqrt(eps) again: single 2, pair 32
PRO: kappa=1.75e-10, max|W|=1.39e-10 Ha, W source=1.2e-04 eps|A|
PRO: max|H-T|=7.77e-16 Ha = 2.3 eps|A|
PRO: lowest Ritz=-0.309256531951 Ha, error 5.3e-15 Ha
copies of E0 within 1e-7 Ha: none 4, PRO 1
PRO: 30 cleaned vectors, 3730 inner products, full 31375, ratio 0.119
true-omega trigger, 150 steps, |H-T|: sqrt(eps) 6.7e-16 Ha, 1e-4 2.5e-08 Ha
```
